# How carrier gas raises the precursor exposure of a deep hole

## Problem

In one half-cycle of atomic layer deposition, a precursor vapour A must react once with every site on the wall of a round hole of diameter $d$ and depth $L$, closed at the bottom. The wall has $s$ sites per unit area. The precursor pressure at the mouth is held at $p_A$, and the exposure is $E=p_At$, where $t$ is the time needed to coat the hole. A carrier gas B at pressure $p\gg p_A$ fills the hole but does not react.

By what factor does the carrier multiply the exposure, at fixed $p_A$, temperature and geometry? At what carrier pressure is the exposure doubled?

Take $d=1.0$ µm, $L=50$ µm, $T=500$ K, $s=4.0$ nm$^{-2}$ and $p_A=0.10$ Torr. The molecules are hard spheres of molar masses 100 (A) and 30 g/mol (B) and diameters 0.6 and 0.4 nm. Reaction is fast enough for diffusion to set the pace.

## A tempting solution

Fast reaction means that the hole is coated down to a sharp front at depth $x$ and bare below it. No precursor is consumed above the front, and little is stored in the gas, so the flux $J$ (molecules per unit cross-section and time) is uniform there. The density falls linearly from $n_0=p_A/(k_BT)$ at the mouth to nearly zero at the front:

$$J=\frac{Dn_0}{x}.$$

In a time $dt$ the hole receives $J(\pi d^2/4)\,dt$ molecules, which fill the $s\,\pi d\,dx$ sites on the next strip of wall. Therefore

$$J=\frac{4s}{d}\frac{dx}{dt},\qquad x\,dx=\frac{dD\,n_0}{4s}\,dt ,$$

where the $d$ in the fractions $4s/d$ and $dDn_0/(4s)$ is the diameter. Integrating from $x=0$ to $L$ gives $L^2/2=dDn_0t/(4s)$, and multiplying $n_0t$ by $k_BT$ gives

$$E=\frac{2s\,k_BT\,L^2}{d\,D}. \tag{1}$$

The exposure is inversely proportional to the diffusivity. It remains to choose $D$.

In a narrow hole at low pressure, molecules strike the wall far more often than each other, and $D$ is the Knudsen diffusivity $D_K$. At high pressure gas collisions dominate, and $D$ is the molecular diffusivity $D_m\propto1/p$. It is tempting to use whichever is smaller. The multiplier is then 1 as long as $D_m>D_K$, and $D_K/D_m$ beyond that. Doubling requires $D_m=D_K/2$. With $D_K=1.085$ cm²/s and $D_m=131.5$ cm²/s at 1 Torr, both derived below,

$$p=\frac{2\times131.5}{1.085}\ \text{Torr}\approx242\ \text{Torr}.$$

## The fault

Equation (1) is sound. The error is the switch between two diffusivities. It has the right limits at low and high pressure, but it lets a molecule be slowed either by the wall or by the gas. When $D_m=D_K$ the two obstruct the motion equally, and the switch counts one of them. It also claims that the carrier has no effect whatever until that pressure is reached.

## Two frictions on one molecule

Let the precursor drift along the hole at mean velocity $u$, so that $J=nu$. In steady isothermal drift, the push of its pressure gradient balances the drag. Per unit volume,

$$-k_BT\frac{dn}{dx}=n\zeta u=\zeta J,\qquad\text{so}\qquad D=\frac{k_BT}{\zeta},$$

where $\zeta$ is the friction coefficient per molecule. Collisions between two precursor molecules conserve their total momentum, so they add no drag of their own. They can still alter the wall friction by redistributing momentum across the hole, but at 0.10 Torr they are rare, with a mean free path of about 0.3 mm. The wall and the carrier at rest both remove momentum. If each does so at the rate it would have without the other, then $\zeta=\zeta_{\rm wall}+\zeta_{\rm gas}$. Dividing by $k_BT$ gives Bosanquet's interpolation:

$$\frac1D=\frac1{D_K}+\frac1{D_m}. \tag{2}$$

The independence of the two frictions is an approximation, whose accuracy is examined below. Let $E_K$ be the exposure without carrier, equation (1) with $D=D_K$. Then

$$\frac{E}{E_K}=\frac{D_K}{D}=1+\frac{D_K}{D_m}. \tag{3}$$

The exposure doubles at $D_m=D_K$, not at $D_m=D_K/2$. Since $1/D_m\propto p$, the multiplier is $1+p/p_2$, where $p_2$ is the doubling pressure.

## The two diffusivities

**Knudsen.** Assume that the wall re-emits molecules diffusely, so that each impact erases the mean axial velocity. A diffusivity is the time integral of the correlation $\langle v_z(0)v_z(t)\rangle$. Here $v_z$ stays constant until the next impact and is uncorrelated afterwards. For a molecule of speed $v$ at angle $\theta$ to the axis and distance $l$ from the wall along its path, the integral is $v^2\cos^2\theta\,(l/v)$. Hence

$$D_K=\bar v\,\langle l\cos^2\theta\rangle,\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m_A}},$$

averaged over uniform positions and isotropic directions. Write $l=w/\sin\theta$, where $w$ is the path projected on the cross-section. For a fixed projected direction, a chord at offset $b$ from the centre has length $c=2\sqrt{R^2-b^2}$, with $R=d/2$, and the integral of $w$ along it is $c^2/2$. Thus

$$\langle w\rangle=\frac1{\pi R^2}\int_{-R}^{R}2(R^2-b^2)\,db=\frac{8R}{3\pi}=\frac{4d}{3\pi}.$$

The angular average is $\frac12\int_0^\pi\sin\theta\,(\cos^2\theta/\sin\theta)\,d\theta=\pi/4$. The product gives $D_K=d\bar v/3$.

**Molecular.** Let $g$ be the relative speed of A and B, and $\mu=m_Am_B/(m_A+m_B)$ their reduced mass. A collision that turns the relative velocity by $\chi$ removes, on average over azimuth, the momentum $\mu g(1-\cos\chi)$ along it. Hard spheres with mean diameter $\sigma$ and impact parameter $b$ have $b=\sigma\cos(\chi/2)$, so $1-\cos\chi=2(1-b^2/\sigma^2)$. The momentum-transfer cross-section is

$$Q=\int_0^\sigma2\pi b\cdot2\left(1-\frac{b^2}{\sigma^2}\right)db=4\pi\left(\frac{\sigma^2}{2}-\frac{\sigma^2}{4}\right)=\pi\sigma^2.$$

With carrier density $n_B$, the drag is $n_B\mu Q\langle g\,g_z\rangle$. Assume that A keeps a Maxwell distribution shifted by a small $u$. The distribution of relative velocity is then the unshifted one times $1+\mu ug_z/(k_BT)$. The first term averages to zero, and isotropy replaces $g_z^2$ by $g^2/3$:

$$\langle g\,g_z\rangle=\frac{\mu u}{3k_BT}\langle g^3\rangle .$$

With $a=\mu/(2k_BT)$ and $\int_0^\infty g^5e^{-ag^2}dg=a^{-3}$,

$$\langle g^3\rangle=4\pi\left(\frac a\pi\right)^{3/2}\frac1{a^3}=\frac4{\sqrt\pi}\,a^{-3/2}=8\sqrt{\frac2\pi}\left(\frac{k_BT}{\mu}\right)^{3/2}.$$

Dividing the drag by $u$ gives $\zeta_{\rm gas}=\frac83n_B\sigma^2\sqrt{2\pi\mu k_BT}$. With $n_B=p/(k_BT)$,

$$D_m=\frac{k_BT}{\zeta_{\rm gas}}=\frac{3k_BT}{8p\sigma^2}\sqrt{\frac{k_BT}{2\pi\mu}}.$$

## The doubling pressure

The ratio of the two results is

$$\frac{D_K}{D_m}=\frac{d\bar v}{3}\,\frac{8p\sigma^2}{3k_BT}\sqrt{\frac{2\pi\mu}{k_BT}}.$$

Here $\bar v\sqrt{2\pi\mu/(k_BT)}=\sqrt{16\mu/m_A}=4\sqrt{m_B/(m_A+m_B)}$. Setting the ratio to one and solving for $p$,

$$p_2=\frac{9k_BT}{32\,\sigma^2d}\sqrt{1+\frac{m_A}{m_B}}. \tag{4}$$

The depth and the site density cancel, since they scale both contributions to the exposure alike. A wider hole doubles at a lower pressure because its walls obstruct less, so less gas friction is needed to match them.

For the example, $\bar v=325.4$ m/s, and

$$D_K=\frac{(1.0\times10^{-6})(325.4)}{3}\ \text{m}^2/\text{s}=1.085\ \text{cm}^2/\text{s}.$$

The mean diameter is $\sigma=0.50$ nm, which gives $D_m=131.5$ cm²/s at 1 Torr. Therefore

$$p_2=\frac{131.5}{1.085}\ \text{Torr}\approx121\ \text{Torr}\approx16.2\ \text{kPa},$$

half the value from the switch. Without carrier, equation (1) gives, in SI units,

$$E_K=\frac{2(4.0\times10^{18})(500\,k_B)(50\times10^{-6})^2}{(1.0\times10^{-6})(1.085\times10^{-4})},$$

which is 0.00955 Torr s, or a pulse of 0.0955 s at 0.10 Torr. At $p_2$ these become 0.0191 Torr s and 0.191 s.

The multiplier is 1.008 at 1 Torr, 1.08 at 10 Torr, 1.82 at 100 Torr and 7.27 at 760 Torr. At 100 Torr the switch would still have predicted 1. For holes 0.1 and 10 µm wide, $p_2$ is about 1210 and 12 Torr. Far above $p_2$, $D\approx D_m$ and the exposure varies as $L^2/d$; far below, it varies as $L^2/d^2$.

## How good is the interpolation?

Equation (2) can be compared with a flight model in which gas collisions are isotropic and occur with mean free path $\lambda$, so that $D_m=\bar v\lambda/3$. The mean time to the first event, wall or gas, is $(\lambda/v)(1-e^{-l/\lambda})$. The correlation argument used for $D_K$ then gives

$$D=\bar v\lambda\,\langle\cos^2\theta\,(1-e^{-l/\lambda})\rangle .$$

Numerical quadrature gives the ratio of this $D$ to Bosanquet's value as 1.018 at $\lambda=0.1d$, 0.986 at $\lambda=d$ and 0.954 at $\lambda=5d$. The doubling condition $D_m=D_K$ corresponds to $\lambda=d$, where the flight model makes the multiplier $2/0.986=2.03$ instead of 2.

The small increase at low pressure is less well predicted. At $\lambda=5d$ Bosanquet's multiplier is 1.20, while the flight model gives $1.20/0.954=1.26$. The added exposure is 0.26 of $E_K$ rather than 0.20. To see the cause, expand $1-e^{-l/\lambda}$ to second order. The correction contains $\langle l^2\cos^2\theta\rangle$, whose angular integral $\int\cos^2\theta\,d\theta/\sin\theta$ diverges logarithmically at small angles. Long flights nearly parallel to the axis are thus the first to be cut short by the gas. At 10 Torr the flight model adds 12 % instead of 8 %, and at 1 Torr 1.8 % instead of 0.8 %. At 1 Torr $\lambda=121d$ also exceeds the depth $50d$, so an endless tube no longer describes the hole. The 0.8 % increase quoted there is therefore an order of magnitude, though the total exposure is hardly affected.

These comparisons hold for isotropic scattering. A heavy precursor keeps part of its velocity when it hits a lighter carrier molecule, and its true free path between collisions is only $0.26\lambda$. For the hard spheres of this example in an endless tube, the multiplier is about 2.03 at $p_2$, so doubling occurs near 116 Torr, but it is 1.30 at $p_2/5$ and 1.17 at 10 Torr. Equation (3) is thus good to about 2 % near the doubling pressure, while at 10 Torr it gives only half of the added exposure.

## When reaction is slow

Let $\beta$ be the probability that a molecule striking a free site reacts, and $q$ the fraction of sites filled. A wall receives $n\bar v/4$ impacts per unit area and time: half the molecules approach it, with mean normal speed $\bar v/2$. Hence

$$s\frac{\partial q}{\partial t}=\frac{\beta\bar v}{4}n(1-q),\qquad D\frac{\partial^2n}{\partial x^2}=\frac{4s}{d}\frac{\partial q}{\partial t}.$$

Define $\Phi=\int_0^tn\,dt'$ and $\varphi=\beta\bar v\Phi/(4s)$. The first equation integrates to $q=1-e^{-\varphi}$. Integrating the second over time and measuring depth as $y=x/L$,

$$\frac{d^2\varphi}{dy^2}=K(1-e^{-\varphi}),\qquad K=\frac{\beta\bar vL^2}{dD},$$

with zero slope at the closed end. The exposure is $4sk_BT/(\beta\bar v)$ times $\varphi$ at the mouth.

For large $K$, $\varphi$ is large over most of the hole and its second derivative is nearly $K$. The mouth value is then about $K/2$, which returns equation (1). For small $K$, $\varphi$ is nearly uniform. Coating the end to 95 % requires $\varphi=\ln20$, and $D$ drops out: the carrier no longer matters.

Numerical solution for 95 % end coverage gives these multipliers at $p_2$: 2.00 for $\beta=1$, 1.99 for 0.05, 1.56 for 0.001 and 1.01 for $10^{-5}$. Equation (3) thus needs $K\gg1$ already without carrier. There $K=3\beta(L/d)^2$, which is 375 for $\beta=0.05$ and 7.5 for $\beta=0.001$.

## When the precursor is not dilute

The drag on A pushes the carrier towards the closed end, where it accumulates until its own pressure gradient balances the push. Let $n_{B0}$ be the carrier density at the mouth and $C=D_mn_{B0}$, with $D_m$ taken there. Neglecting viscous flow,

$$\frac{dn_B}{dx}=\frac{Jn_B}{C},\qquad \frac{dn_A}{dx}=-J\left(\frac1{D_K}+\frac{n_B}{C}\right).$$

The first gives $n_B=n_{B0}e^{Jx/C}$. At a carrier pressure of $p_2$, $C=D_Kn_{B0}$. Integrate the second to the front at $x$, where $n_A=0$, and write $z=Jx/C$:

$$\frac{p_A}{p_2}=z+e^z-1 .$$

Bosanquet's flux corresponds to $z=p_A/(2p_2)$. For small $z$ the right side is $2z+z^2/2$, so the exposure is larger than predicted by the fraction $z/4\approx p_A/(8p_2)$. That is 0.01 % for 0.10 Torr of precursor. If precursor and carrier pressures are equal, these equations give an excess of 13 %. That is the effect of carrier accumulation alone, not a prediction of the total change. The neglected viscous flow carries a share of the flux of order $p_Ad^2/(32\eta D_K)$, where $\eta$ is the gas viscosity. This is about 0.02 % at 0.10 Torr of precursor, but about 20 % at 121 Torr.

## What "at the mouth" leaves out

An opening passes at most $n\bar v/4$ per unit area. Treated as a thin opening in series with the hole, the mouth takes a density drop of $4J/\bar v$. This acts like an extra length $h=4D/\bar v$ of hole. Replacing $x$ by $x+h$ in the front equation adds $hL$ to $L^2/2$, a relative increase of $2h/L$. Without carrier $h=4d/3$, and this estimate of the increase is 5.3 %; at $p_2$ it is 2.7 %, if the opening's resistance is unchanged. The sites on the bottom add $d/(2L)=1$ % in both cases. The multiplier at $p_2$ becomes $2(1.037)/1.063=1.95$.

The estimate is rough, because $D_K$ was derived for an endless tube and counts flights longer than the hole. For a sharp front without carrier, the free-molecular transmission of tubes of finite length gives an increase of nearly 10 % instead of 5.3 %. The flight model with $\lambda=d$ then puts the multiplier at about 1.9.

A stagnant gas layer above the wafer can matter far more when the carrier pressure is high. Let its thickness be $\delta$ and let holes occupy a fraction $f$ of the surface. The flux per wafer area is $fJ$, so the density drops by $fJ\delta/D_m$ across the layer. This acts like an extra hole length $h=f\delta D/D_m$. The exposure measured above the layer, uptake by the flat surface being ignored, is

$$E_{\rm above}=E_K\frac{D_K}{D}\left(1+\frac{2f\delta D}{LD_m}\right)=E_K\left[1+\frac p{p_2}\left(1+\frac{2f\delta}{L}\right)\right].$$

For $\delta=1$ mm and $f=0.2$, $2f\delta/L=8$. The layer adds 6.5 % to the mouth exposure at 1 Torr but 400 % at $p_2$. The exposure above the layer therefore doubles at $121/9\approx13$ Torr.

## Beside a real process

The hole resembles those of deep-trench silicon capacitors, roughly a micrometre wide and tens of micrometres deep. The molecular sizes, sticking probability and site density are round values, not data for a particular precursor. Spheres 0.6 nm wide pack at most 3.2 per nm² in a flat layer, so filling 4.0 sites per nm² presumes that the molecule loses ligands and becomes smaller when it reacts. In a chamber near 1 Torr, a rough typical pressure, the model makes carrier friction inside such a hole unimportant. In a reactor working near atmospheric pressure it multiplies the mouth exposure about sevenfold. The assumption most at risk is a known precursor pressure at the mouth: the layer assumed above lowers the doubling pressure ninefold. Narrowing by the growing film is milder. After 20 nm on each wall, at fixed depth and carrier pressure $p_2$, the wall part of the exposure grows as $1/d^2$ and the gas part as $1/d$, which together add 6.3 %.

Numerical values quoted here were computed with a short program.
